# Grid padding for cubic and quintic Landau forces in polarization-field simulations: a numerical check

```python
"""
Result under test: a real periodic field with Fourier modes |k| <= K is raised
to the power p pointwise on M uniform points and projected back on |k| <= K.
The kept coefficients are alias-free for every field exactly when
M >= (p+1)K + 1: about twofold padding for P^3, threefold for P^5.

Symbols: P polarization (C/m^2); f = a P^2/2 + b P^4/4 + c P^6/6 + g P'^2/2;
N storage points per dimension (N = 2K+2, Nyquist mode zero); L box length.
Coefficient arrays run over k = -K..K. Time is divided by the friction
coefficient, so dP/dt = E - df/dP + g P''.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, epsilon_0
from scipy.integrate import quad
from scipy.signal import convolve2d

rng = np.random.default_rng(7)


def fourier_matrix(K, M):
    return np.exp(2j * np.pi * np.outer(np.arange(M) / M, np.arange(-K, K + 1)))


def grid_projection(coef, M, function):
    B = fourier_matrix((len(coef) - 1) // 2, M)
    return B.conj().T @ function((B @ coef).real) / M


def exact_power(coef, p):
    K = (len(coef) - 1) // 2
    full = coef
    for _ in range(p - 1):
        full = np.convolve(full, coef)
    return full[(p - 1) * K:(p + 1) * K + 1]


def power_error(coef, p, M):
    return grid_projection(coef, M, lambda P: P**p) - exact_power(coef, p)


# --- Sharp threshold, found by scanning all grids against exact convolution
threshold_rows = []
for p in (2, 3, 5):
    for K in range(1, 7):
        half = rng.uniform(0.5, 1.0, K + 1)
        positive = np.concatenate([half[:0:-1], half]).astype(complex)
        sizes = range(2 * K + 1, 2 * p * K + 2)
        bad = [M for M in sizes
               if np.max(np.abs(power_error(positive, p, M))) > 1e-5]
        first_safe = max(bad) + 1
        assert bad == list(range(2 * K + 1, first_safe))
        assert first_safe == (p + 1) * K + 1
        # A generic field with random phases is also safe at the threshold
        z = rng.normal(size=K) + 1j * rng.normal(size=K)
        generic = np.concatenate([z[::-1].conj(), [rng.normal()], z])
        scale = np.sum(np.abs(generic))**p
        assert np.max(np.abs(power_error(generic, p, first_safe))) < 1e-12 * scale
        # One point too few spoils only the outermost kept modes
        edge = np.abs(power_error(positive, p, first_safe - 1))
        assert edge[0] > 1e-5 and np.max(edge[1:-1]) < 1e-8
        if K == 6:
            threshold_rows.append((p, K, first_safe))

# --- Mixed quintic term Px^3 Py^2 in two dimensions, each direction separately
K2 = 2
fields = []
for _ in range(2):
    A = rng.uniform(0.5, 1.0, (2 * K2 + 1, 2 * K2 + 1))
    fields.append((A + A[::-1, ::-1]) / 2)
Ax, Ay = fields
full2 = Ax
for factor in (Ax, Ax, Ay, Ay):
    full2 = convolve2d(full2, factor)
kept2 = full2[4 * K2:6 * K2 + 1, 4 * K2:6 * K2 + 1]


def mixed_error(M1, M2):
    B1, B2 = fourier_matrix(K2, M1), fourier_matrix(K2, M2)
    Px, Py = (B1 @ Ax @ B2.T).real, (B1 @ Ay @ B2.T).real
    result = B1.conj().T @ (Px**3 * Py**2) @ B2.conj() / (M1 * M2)
    return np.max(np.abs(result - kept2)) / np.max(kept2)


safe2 = 6 * K2 + 1
mixed_safe = mixed_error(safe2, safe2)
mixed_bad = min(mixed_error(safe2 - 1, safe2), mixed_error(safe2, safe2 - 1))
assert mixed_safe < 1e-12 and mixed_bad > 1e-7

# --- Ferroelectric example: rough round parameters, barium titanate regime
a, b, c, g = -5.0e7, -2.5e9, 5.0e10, 1.0e-10
L, N, K = 32e-9, 32, 15
kV_cm = 1e5
grids = (N, 2 * N, 3 * N)


def energy_density(P):
    return a * P**2 / 2 + b * P**4 / 4 + c * P**6 / 6


def local_field(P):
    s = P * P
    return P * (a + s * (b + c * s))


def stiffness(P):
    return a + 3 * b * P**2 + 5 * c * P**4


def spontaneous(a_value):
    return np.sqrt((-b + np.sqrt(b * b - 4 * a_value * c)) / (2 * c))


Ps = spontaneous(a)
assert abs(local_field(Ps)) < 1e-9 * abs(a) * Ps and stiffness(Ps) > 0
well_depth = -energy_density(Ps)
spinodal_P = np.sqrt(max(np.roots([5 * c, 3 * b, a]).real))
coercive = abs(local_field(spinodal_P))


def alias_peak(coef, p, prefactor, M):
    fine = fourier_matrix((len(coef) - 1) // 2, 960)
    return abs(prefactor) * np.max(np.abs(fine @ power_error(coef, p, M)))


# Wave at the cutoff
A0 = 0.20
wave = np.zeros(2 * K + 1, complex)
wave[0] = wave[-1] = A0 / 2
wave_error = c * power_error(wave, 5, 2 * N)
mode11 = 2 * abs(wave_error[K + 11])
assert abs(mode11 / (c * A0**5 / 16) - 1) < 1e-9
wave_error[[K - 11, K + 11]] = 0
assert np.max(np.abs(wave_error)) < 1e-9 * mode11

# Random start with equal strength in all nonzero modes
rms = 0.10
z = np.exp(2j * np.pi * rng.random(K))
noise = np.concatenate([z[::-1].conj(), [0], z]) * rms / np.sqrt(2 * K)

# --- Relaxed pair of 180-degree walls
B_wall = 2 * Ps**2 + 3 * b / (2 * c)
shape = (Ps**2 + B_wall) / B_wall
ell = 1 / np.sqrt(c * Ps**2 * (Ps**2 + B_wall) / (3 * g))


def relaxed_walls(Kmax):
    n = np.arange(1, Kmax + 1, 2)
    M = 6 * Kmax + 2
    x = L * np.arange(M) / M
    S = np.sin(2 * np.pi * np.outer(x, n) / L)
    gq2 = g * (2 * np.pi * n / L)**2
    s = np.sinh(L / (2 * np.pi) * np.sin(2 * np.pi * x / L) / ell)
    amp = 2 / M * S.T @ (Ps * s / np.sqrt(s**2 + shape))
    for _ in range(40):
        P = S @ amp
        residual = 2 / M * S.T @ local_field(P) + gq2 * amp
        hessian = 2 / M * S.T @ (stiffness(P)[:, None] * S) + np.diag(gq2)
        amp = amp - np.linalg.solve(hessian, residual)
    assert np.max(np.abs(residual)) < 1e-9 * abs(a) * Ps
    assert np.min(np.linalg.eigvalsh(hessian)) > 0
    coef = np.zeros(2 * Kmax + 1, complex)
    coef[Kmax + n] = -0.5j * amp
    coef[Kmax - n] = 0.5j * amp
    return coef


def wavenumbers(coef):
    Kmax = (len(coef) - 1) // 2
    return 2 * np.pi * np.arange(-Kmax, Kmax + 1) / L


def pair_energy(coef, M):
    P = (fourier_matrix((len(coef) - 1) // 2, M) @ coef).real
    gradient = g / 2 * np.sum(wavenumbers(coef)**2 * np.abs(coef)**2)
    return L * (np.mean(energy_density(P)) + gradient)


walls = relaxed_walls(K)
fine_walls = relaxed_walls(63)
gamma_kept = (pair_energy(walls, 3 * N) + L * well_depth) / 2
gamma_fine = (pair_energy(fine_walls, 400) + L * well_depth) / 2
gamma_integral = 2 * quad(lambda P: np.sqrt(
    max(0.0, 2 * g * (energy_density(P) + well_depth))), 0, Ps)[0]
assert abs(gamma_fine / gamma_integral - 1) < 1e-5
assert gamma_kept > gamma_fine

# Product built in stages with truncation to |k| <= K after every stage
B64 = fourier_matrix(K, 2 * N)
P64 = (B64 @ walls).real


def truncate(values):
    return (B64 @ (B64.conj().T @ values / (2 * N))).real


square = truncate(P64 * P64)
fourth = truncate(square * square)
staged = B64.conj().T @ (fourth * P64) / (2 * N)
staged_error = c * np.max(np.abs(fourier_matrix(K, 960)
                                @ (staged - exact_power(walls, 5))))
assert staged_error > 1e-6 * c * Ps**5

# --- Artificial pinning: grid energy of rigidly shifted walls
q = wavenumbers(walls)


def shifted(distance):
    return walls * np.exp(-1j * q * distance)


def shift_slope(distance, M):
    coef = shifted(distance)
    force = grid_projection(coef, M, local_field)
    return L * np.sum(force.conj() * (-1j * q * coef)).real


d0, dd = 0.2e-9, 1e-12
difference = (pair_energy(shifted(d0 + dd), N)
              - pair_energy(shifted(d0 - dd), N)) / (2 * dd)
assert abs(difference / shift_slope(d0, N) - 1) < 1e-3

shifts = np.linspace(0, L / N, 41)
ripple, pin = {}, {}
for M in grids:
    ripple[M] = np.ptp([pair_energy(shifted(d), M) for d in shifts]) / 2
    pin[M] = max(abs(shift_slope(d, M)) for d in shifts) / 2 / (2 * Ps)
assert ripple[3 * N] < 1e-13 * L * well_depth * 10
assert ripple[N] > ripple[2 * N] > 1e3 * ripple[3 * N]

# --- Driven walls: does the aliased force really stop them?
drag = L * np.sum(q**2 * np.abs(walls)**2) / 2
dt = 7e-10
target = 3e-9


def driven_displacement(M, E):
    n = np.arange(1, K + 1)
    phase = 2 * np.pi * np.outer(np.arange(M) / M, n)
    T = np.hstack([np.ones((M, 1)), np.cos(phase), np.sin(phase)])
    weights = np.concatenate([[1.0], 2 * np.ones(2 * K)])
    project = np.ascontiguousarray((T * weights).T / M)
    gq2 = np.concatenate([[0.0], np.tile(g * (2 * np.pi * n / L)**2, 2)])
    r = np.concatenate([[0.0], np.zeros(K), -2 * walls[K + 1:].imag])
    drive = np.zeros(2 * K + 1)
    drive[0] = E
    steps = min(200000, int(round(target * drag / (2 * Ps * E * dt))))
    halfway = 0.0
    for i in range(steps):
        r = r - dt * (project @ local_field(T @ r) + gq2 * r - drive)
        if i == steps // 2:
            halfway = L * r[0] / (4 * Ps)
    return L * r[0] / (4 * Ps), halfway


E_weak, E_strong = 0.4 * pin[N], 2.0 * pin[N]
moved = {M: driven_displacement(M, E_weak) for M in grids}
moved_strong = driven_displacement(N, E_strong)[0]
assert abs(moved[N][0]) < 1e-9
assert abs(moved[N][0] - moved[N][1]) < 0.02e-9
assert abs(moved[3 * N][0] / target - 1) < 0.05
assert moved_strong > 1.5e-9

# --- Alias-free and aliased cases for all three states
for state in (wave, noise, walls):
    size = np.sum(np.abs(state))
    assert alias_peak(state, 3, b, 2 * N) < 1e-11 * abs(b) * size**3
    assert alias_peak(state, 5, c, 3 * N) < 1e-11 * c * size**5
    assert alias_peak(state, 5, c, 2 * N) > 1e3 * alias_peak(state, 5, c, 3 * N)
assert alias_peak(noise, 5, c, 80) > 1e3 * alias_peak(noise, 5, c, 3 * N)

# --- Sizes of neglected effects, from rough typical values
strain_coefficient, elastic_modulus = 0.1, 2e11
curie_constant, lattice_constant = 1.5e5, 0.4e-9
temperature, breakdown = 300.0, 1e7
strain = strain_coefficient * Ps**2
clamping = elastic_modulus * strain**2 / 2
thermal = k_boltzmann * temperature / (well_depth * ell**3)
Ps_warm = spontaneous(a + 10 / (epsilon_0 * curie_constant))
wall_width = 2 * np.sqrt(shape) * ell

for p, Kt, M in threshold_rows:
    print(f"Scan p={p}, K={Kt}: smallest safe M = {M} points")
print(f"2D mixed term, K={K2}: relative error {mixed_safe:.1e} at M={safe2}")
print(f"2D, one direction one point short: relative error {mixed_bad:.2e}")
print(f"a = {a:.2e} V m/C, b = {b:.2e} V m^5/C^3")
print(f"c = {c:.2e} V m^9/C^5, g = {g:.2e} V m^3/C")
print(f"L = {L*1e9:.0f} nm, N = {N}, K = {K}, spacing = {L/N*1e9:.1f} nm")
print(f"Sharp minimum: P^3 {4*K+1} points, P^5 {6*K+1} points")
print(f"Sharp minimum / N: P^3 {(4*K+1)/N:.3f}, P^5 {(6*K+1)/N:.3f}")
print(f"3D points: 2N grid {(2*N)**3}, 3N grid {(3*N)**3}, ratio {1.5**3:.3f}")
print(f"Spontaneous polarization = {Ps*100:.2f} uC/cm2")
print(f"Well depth = {well_depth/1e6:.3f} MJ/m3")
print(f"Homogeneous (spinodal) coercive field = {coercive/kV_cm:.1f} kV/cm")
print(f"Cutoff wave: amplitude {A0*100:.0f} uC/cm2, wavelength {L/K*1e9:.3f} nm")
print(f"Its P^5 alias on 2N: {mode11/kV_cm:.3f} kV/cm at mode 11")
print(f"Wavelength of mode 11 = {L/11*1e9:.3f} nm")
print(f"Random start: rms {rms*100:.0f} uC/cm2")
print("Peak alias fields in kV/cm (P^3 term, P^5 term):")
for label, state in (("cutoff wave", wave), ("random", noise), ("walls", walls)):
    for M in (N, 2 * N, 80, 3 * N):
        e3 = alias_peak(state, 3, b, M) / kV_cm
        e5 = alias_peak(state, 5, c, M) / kV_cm
        print(f"  {label}, M={M}: {e3:.2e}, {e5:.2e}")
print(f"Staged truncated P^5 on walls: error {staged_error/kV_cm:.3f} kV/cm")
print(f"Wall width 2Ps/slope = {wall_width*1e9:.3f} nm")
print(f"Wall energy: K=15 {gamma_kept*1e3:.5f}, K=63 {gamma_fine*1e3:.5f} mJ/m2")
print(f"Wall energy from integral = {gamma_integral*1e3:.5f} mJ/m2")
for M in grids:
    print(f"M={M}: wall energy ripple {ripple[M]*1e3:.2e} mJ/m2, "
          f"pinning field {pin[M]/kV_cm:.2e} kV/cm")
print(f"Weak drive = {E_weak/kV_cm:.4f} kV/cm, free target {target*1e9:.1f} nm")
for M in grids:
    print(f"  M={M}: wall displacement {moved[M][0]*1e9:.3f} nm")
print(f"Strong drive {E_strong/kV_cm:.4f} kV/cm, M={N}: {moved_strong*1e9:.3f} nm")
print(f"Rough inputs: Q = {strain_coefficient} m4/C2, modulus {elastic_modulus/1e9:.0f} GPa")
print(f"Strain {strain*100:.2f} %, full clamping energy / well depth = {clamping/well_depth:.2f}")
print(f"kT at {temperature:.0f} K / (well depth x ell^3) = {thermal:.2f}, ell = {ell*1e9:.3f} nm")
print(f"Wall width / rough lattice constant {lattice_constant*1e9:.1f} nm = {wall_width/lattice_constant:.1f}")
print(f"10 K warmer (rough Curie constant {curie_constant:.1e} K): Ps = {Ps_warm*100:.2f} uC/cm2")
print(f"Rough breakdown {breakdown/kV_cm:.0f} kV/cm: strong drive ratio {E_strong/breakdown:.2e}, "
      f"coercive ratio {coercive/breakdown:.2f}")
print("finished without a failed check")
```

It prints:

```
Scan p=2, K=6: smallest safe M = 19 points
Scan p=3, K=6: smallest safe M = 25 points
Scan p=5, K=6: smallest safe M = 37 points
2D mixed term, K=2: relative error 1.0e-15 at M=13
2D, one direction one point short: relative error 3.39e-03
a = -5.00e+07 V m/C, b = -2.50e+09 V m^5/C^3
c = 5.00e+10 V m^9/C^5, g = 1.00e-10 V m^3/C
L = 32 nm, N = 32, K = 15, spacing = 1.0 nm
Sharp minimum: P^3 61 points, P^5 91 points
Sharp minimum / N: P^3 1.906, P^5 2.844
3D points: 2N grid 262144, 3N grid 884736, ratio 3.375
Spontaneous polarization = 25.56 uC/cm2
Well depth = 1.977 MJ/m3
Homogeneous (spinodal) coercive field = 142.7 kV/cm
Cutoff wave: amplitude 20 uC/cm2, wavelength 2.133 nm
Its P^5 alias on 2N: 10.000 kV/cm at mode 11
Wavelength of mode 11 = 2.909 nm
Random start: rms 10 uC/cm2
Peak alias fields in kV/cm (P^3 term, P^5 term):
  cutoff wave, M=32: 5.00e+01, 6.00e+01
  cutoff wave, M=64: 6.05e-13, 1.00e+01
  cutoff wave, M=80: 8.51e-13, 1.00e+01
  cutoff wave, M=96: 8.60e-13, 7.83e-13
  random, M=32: 1.74e+02, 3.66e+02
  random, M=64: 4.02e-13, 3.73e+01
  random, M=80: 7.24e-13, 5.02e-01
  random, M=96: 1.12e-12, 2.31e-12
  walls, M=32: 9.10e+00, 1.10e+01
  walls, M=64: 9.00e-13, 1.67e-05
  walls, M=80: 1.37e-12, 1.89e-11
  walls, M=96: 7.04e-13, 9.43e-13
Staged truncated P^5 on walls: error 13.014 kV/cm
Wall width 2Ps/slope = 2.570 nm
Wall energy: K=15 7.49660, K=63 7.49424 mJ/m2
Wall energy from integral = 7.49424 mJ/m2
M=32: wall energy ripple 5.83e-02 mJ/m2, pinning field 3.58e+00 kV/cm
M=64: wall energy ripple 5.95e-10 mJ/m2, pinning field 7.31e-08 kV/cm
M=96: wall energy ripple 3.47e-15 mJ/m2, pinning field 6.61e-14 kV/cm
Weak drive = 1.4335 kV/cm, free target 3.0 nm
  M=32: wall displacement 0.064 nm
  M=64: wall displacement 3.006 nm
  M=96: wall displacement 3.006 nm
Strong drive 7.1675 kV/cm, M=32: 2.413 nm
Rough inputs: Q = 0.1 m4/C2, modulus 200 GPa
Strain 0.65 %, full clamping energy / well depth = 2.16
kT at 300 K / (well depth x ell^3) = 3.16, ell = 0.872 nm
Wall width / rough lattice constant 0.4 nm = 6.4
10 K warmer (rough Curie constant 1.5e+05 K): Ps = 25.18 uC/cm2
Rough breakdown 100 kV/cm: strong drive ratio 7.17e-02, coercive ratio 1.43
finished without a failed check
```
